\section*{The Half Rule for Interface Anisotropy and Its Atomic Shares, part 1}

(Sections cited here and not found follow in the second part.)

\section{The half rule for the total anisotropy}

A calculation for a cobalt film on a heavy metal has given the spin-orbit energy of every atom for two directions of the magnetization. The next decision is which layer to change: the magnetic one, the metal beneath it, or the contact between them. Half the difference of each atom's spin-orbit energy offers an answer at no further cost. Whether that number may be used depends on a factor of one half that belongs to second-order perturbation theory, and on the meaning given to an atomic share of a quantity that contains pair terms. This half of the text settles the factor; the other half settles the shares and applies both to a cobalt-iridium model.

\subsection{Setting and assumptions}

Let $\mathbf n$ be the imposed direction of the magnetization. The one-electron Hamiltonian is
\begin{equation}
H(s,\mathbf n)=H_0(\mathbf n)+sV,\qquad
V=\sum_i V_i,\qquad V_i=\xi_i\,\mathbf L_i\cdot\mathbf S .
\label{eq:ham}
\end{equation}
Here $i$ labels atoms, $\xi_i$ is the spin-orbit constant, $\mathbf L_i$ acts on the orbitals of atom $i$ and is measured from its nucleus, and $\mathbf S=\boldsymbol\sigma/2$. Angular momenta are in units of $\hbar$. The number $s$ scales the coupling, with $s=1$ at full strength. $H_0$ contains the crystal potential, the hopping and an exchange field along $\mathbf n$.

The crystal has $N_k$ wave vectors $\mathbf k$, and all energies are per cell. At temperature $T$ and chemical potential $\mu$, with $\tau=k_{\rm B}T$, define
\begin{align}
\Omega&=\frac1{N_k}\sum_{\mathbf k}\operatorname{Tr}g(H_{\mathbf k}),&
g(\varepsilon)&=-\tau\ln\!\left(1+e^{-(\varepsilon-\mu)/\tau}\right),
\label{eq:omega}\\
F&=\Omega+\mu N .&&
\label{eq:free}
\end{align}
The free energy $F$ is taken at fixed electron number $N$, so $\mu$ depends on $s$. Brackets $\langle\cdot\rangle_s$ denote the thermal average per cell at coupling $s$. For any quantity $Q$, write
\begin{equation}
DQ=Q(\mathbf n=\hat x)-Q(\mathbf n=\hat z),
\label{eq:D}
\end{equation}
where $\hat z$ is the film normal. A positive $DF$ means that the normal is preferred to the in-plane axis $\hat x$.

Atomic positions, $N$, $T$ and the strength of the exchange field are the same for both directions. Three assumptions are made.

(A1) Without spin-orbit coupling, $F$ is independent of $\mathbf n$. This holds when a rotation of all spins turns $H_0(\mathbf n)$ into $H_0(\mathbf n')$: the two matrices then have the same eigenvalues.

(A2) The first-order energy vanishes, $\langle V\rangle_0=0$. Lemma 2 proves this for a wide class of magnets.

(A3) Near $s=0$ the free energy has an expansion in powers of $s$, at least through fourth order.

\subsection{The derivative of the free energy}

\paragraph{Lemma 1 (Hellmann-Feynman).} For a normalized eigenstate $\psi$ of $H(s)$ that varies smoothly with $s$, $dE/ds=\langle\psi|V|\psi\rangle$. For the free energy at fixed $N$ and $T>0$,
\begin{equation}
\frac{dF}{ds}=\langle V\rangle_s .
\label{eq:hf}
\end{equation}

\paragraph{Proof.} For the single state, differentiate $E=\langle\psi|H|\psi\rangle$:
\begin{align}
\frac{dE}{ds}
&=\langle\psi'|H|\psi\rangle+\langle\psi|H|\psi'\rangle
+\langle\psi|V|\psi\rangle\nonumber\\
&=E\,\frac{d}{ds}\langle\psi|\psi\rangle+\langle\psi|V|\psi\rangle
=\langle\psi|V|\psi\rangle .
\end{align}
The second line uses $H\psi=E\psi$ on both sides, and the norm is constant.

For the free energy, levels may cross, so it is safer to differentiate the trace as a whole. For a power of $H$, the product rule and the cyclic property of the trace give
\begin{equation}
\frac{d}{ds}\operatorname{Tr}H^p
=\sum_{q=0}^{p-1}\operatorname{Tr}\!\left(H^qVH^{p-1-q}\right)
=p\operatorname{Tr}\!\left(H^{p-1}V\right).
\end{equation}
By linearity, $d\operatorname{Tr}g(H)/ds=\operatorname{Tr}[g'(H)V]$ for every polynomial $g$. The eigenvalues lie in a bounded interval, on which a smooth function and its derivative can be approximated uniformly by polynomials. The rule therefore holds for the $g$ of Eq.~\eqref{eq:omega}. Its derivative is
\begin{equation}
g'(\varepsilon)=\frac{e^{-(\varepsilon-\mu)/\tau}}{1+e^{-(\varepsilon-\mu)/\tau}}
=\frac1{e^{(\varepsilon-\mu)/\tau}+1}=f(\varepsilon),
\end{equation}
the Fermi function, so that $(\partial\Omega/\partial s)_\mu=\langle V\rangle_s$. Since $\partial g/\partial\mu=-f$, also $(\partial\Omega/\partial\mu)_s=-N$. Hence
\begin{equation}
\frac{dF}{ds}=\left(\frac{\partial\Omega}{\partial s}\right)_{\!\mu}
+\left[\left(\frac{\partial\Omega}{\partial\mu}\right)_{\!s}+N\right]\frac{d\mu}{ds}
=\langle V\rangle_s .
\end{equation}
The bracket is zero. The occupations and the chemical potential do change with $s$, but they leave no separate term in the derivative. $\square$

\paragraph{Remark (separate couplings).} Replace $sV$ by $\sum_i\lambda_iV_i$ with independent numbers $\lambda_i$. The same proof, with $V_i$ in place of $V$, gives
\begin{equation}
\frac{\partial F}{\partial\lambda_i}=\langle V_i\rangle .
\label{eq:site}
\end{equation}
The spin-orbit energy of one atom is thus the response of the total free energy to that atom's coupling. This is the root of the atomic decomposition.

\paragraph{Remark (self-consistent fields).} In a self-consistent theory, $F(s,\mathbf n)$ is the stationary value of $G[\rho]+s\operatorname{Tr}(\rho V)$ over density matrices $\rho$ with given $N$ and given magnetization direction. $G$ contains the interaction and the entropy. When $s$ changes, $\rho$ changes within the same constraints, and stationarity makes the corresponding change of $F$ zero to first order. The explicit derivative $\operatorname{Tr}(\rho V)$ remains. Equations~\eqref{eq:hf} and \eqref{eq:site} therefore hold for the full self-consistent free energy, but not for a sum of band energies taken from it without the interaction corrections.

\subsection{Why the first order vanishes}

\paragraph{Lemma 2.} Let $H_0$ be diagonal in the spin along $\mathbf n$, with blocks $h_+(\mathbf k)$ and $h_-(\mathbf k)$. In a basis of real atomic orbitals let $h_\pm(-\mathbf k)=h_\pm(\mathbf k)^*$, and let the mesh contain $-\mathbf k$ with every $\mathbf k$. Then $\langle V_i\rangle_0=0$ for every atom, and $d\mu/ds=0$ at $s=0$.

\paragraph{Proof.} The condition on $h_\pm$ holds whenever all hopping elements are real, because $h(\mathbf k)$ is then a sum of real matrices times $e^{i\mathbf k\cdot\mathbf d}$, with $\mathbf d$ the bond vectors. The density matrices $\rho_\pm(\mathbf k)=f(h_\pm(\mathbf k))$ obey the same relation. Within one spin block, the average of $S_a$ along the Cartesian axis $a$ is $\pm n_a/2$, so
\begin{equation}
\langle V_i\rangle_0=\frac{\xi_i}{2}
\operatorname{Tr}\!\left[(\bar\rho_+-\bar\rho_-)\,\mathbf n\cdot\mathbf L_i\right],
\qquad
\bar\rho_\pm=\frac1{N_k}\sum_{\mathbf k}\rho_\pm(\mathbf k).
\label{eq:first}
\end{equation}
The terms $\mathbf k$ and $-\mathbf k$ are complex conjugates, so $\bar\rho_\pm$ is real. It is also Hermitian, hence symmetric. The operator $\mathbf L=-i\,\mathbf r\times\nabla$ has purely imaginary elements between real functions. Being Hermitian as well, it is antisymmetric. For a symmetric $A$ and an antisymmetric $B$,
\begin{equation}
\operatorname{Tr}(AB)=\operatorname{Tr}\!\left[(AB)^{T}\right]
=\operatorname{Tr}(B^{T}A^{T})=-\operatorname{Tr}(BA)=-\operatorname{Tr}(AB),
\end{equation}
so the trace is zero.

For the chemical potential, $N(s,\mu)=-\partial\Omega/\partial\mu$ gives
\begin{equation}
\left.\frac{\partial N}{\partial s}\right|_{s=0}
=-\frac{\partial}{\partial\mu}\frac{\partial\Omega}{\partial s}\bigg|_{s=0}
=-\frac{\partial\langle V\rangle_0}{\partial\mu}=0,
\end{equation}
because $\langle V\rangle_0$ vanishes at every $\mu$. At fixed $N$, $d\mu/ds=-(\partial N/\partial s)/(\partial N/\partial\mu)=0$, since $\partial N/\partial\mu>0$ at $T>0$. $\square$

The cancellation is between wave vectors, not at each one. At an interface there is no inversion symmetry, and a single $\mathbf k$ can carry an orbital moment. In the model of the second half, with $\mathbf n=\hat x$ and full coupling constants, the largest first-order term at one wave vector is $277\,$meV, while the mean over the mesh is zero to rounding, $6\times10^{-15}\,$meV. A mesh that lacks the required symmetry can leave a spurious linear term.

\subsection{The theorem}

\paragraph{Theorem 1 (half rule).} Under (A1) to (A3),
\begin{equation}
DF=\tfrac12\,D\langle sV\rangle_s+O(s^3)
=\sum_i\tfrac12\,D\langle sV_i\rangle_s+O(s^3).
\label{eq:half}
\end{equation}

\paragraph{Proof.} By (A3) and Lemma 1, the linear coefficient of $F$ is $\langle V\rangle_0$, which is zero by (A2). For each direction,
\begin{equation}
F=F_0+s^2E_2+s^3E_3+s^4E_4+\cdots .
\label{eq:series}
\end{equation}
Differentiate, use Eq.~\eqref{eq:hf}, and multiply by $s$:
\begin{equation}
\langle sV\rangle_s=s\,\frac{dF}{ds}
=2s^2E_2+3s^3E_3+4s^4E_4+\cdots .
\end{equation}
Half of this, minus the energy change, is
\begin{equation}
\tfrac12\langle sV\rangle_s-(F-F_0)
=\tfrac12s^3E_3+s^4E_4+\cdots .
\label{eq:error}
\end{equation}
Now take the difference between the two directions. By (A1), $DF_0=0$, which proves the first equality. The second follows from $V=\sum_iV_i$ and the linearity of the average. $\square$

The factor has a geometric meaning. From $s=0$ to $s=1$ the free energy changes by the area under the curve $\langle V\rangle_s$. If the curve is a straight line through the origin, the area is a triangle, half the base times the final height. The half rule replaces the true curve by that line.

\paragraph{Corollary (where the other half goes).} Let $R=F-\langle sV\rangle_s$ be the part of the free energy that is not spin-orbit energy: crystal, hopping and exchange energy, less $T$ times the entropy. To second order,
\begin{equation}
R-F_0=s^2E_2-2s^2E_2=-s^2E_2=-\tfrac12\langle sV\rangle_s .
\label{eq:pay}
\end{equation}
Spin-orbit coupling mixes states that $H_0$ had separated. The mixing lowers the spin-orbit energy by $2s^2|E_2|$ and costs half of that in the rest of the system. For this reason the anisotropy of the spin-orbit energy alone is twice the anisotropy of the free energy. The sign $E_2\le0$ used in this reading is proved in the second half.

\subsection{A single ion, and a case where the factor is one}

One electron in five $d$ orbitals tests the rule without any band effects. The levels of $xy$, $yz$, $z^2$, $xz$ and $x^2-y^2$ are $0.9$, $0.3$, $1.2$, $0$ and $0.7\,$eV, the exchange splitting is $2\,$eV, and $\xi=0.07\,$eV. The ground orbital $xz$ is single and real, so $\langle\mathbf L\rangle=0$ and (A2) holds. Diagonalization at $s=0.01$ gives
\begin{equation}
\frac{DE}{D\langle sV\rangle}=0.5000,\qquad
\frac{D\langle H_0\rangle}{D\langle sV\rangle}=-0.5000,
\end{equation}
in agreement with Eqs.~\eqref{eq:half} and \eqref{eq:pay}. When $s$ is doubled from $0.005$ to $0.01$, the anisotropy of the error in Eq.~\eqref{eq:error} grows by a factor $7.87$. A cubic term alone would give $8$ and a quartic term $16$, so the leading error here is cubic.

Now lower the $yz$ level to zero, so that the ground level is the doublet $xz$, $yz$. For $\mathbf n=\hat z$ the spin part of $\xi\,\mathbf L\cdot\mathbf S$ within the lowest spin state is $1/2$ along $z$, and the coupling in the doublet is $\xi L_z/2$. The operator $L_z$ has eigenvalues $\pm1$ there, so the ground energy falls linearly, by $s\xi/2$. For $\mathbf n=\hat x$ the coupling is $\xi L_x/2$, and $L_x$ has no elements within this doublet, so there is no linear term. Therefore
\begin{equation}
DE=\tfrac12s\xi+O(s^2),\qquad
D\langle sV\rangle=s\,\frac{d(DE)}{ds}=\tfrac12s\xi+O(s^2).
\end{equation}
Their ratio tends to $1$, and the diagonalization at $s=0.01$ gives $1.0010$. The Hellmann-Feynman theorem is intact, and the equal average of $V$ over the doublet at $s=0$ is zero, as Lemma 2 requires. What fails is (A3): at zero temperature the coupling selects one of the two states, so for $\mathbf n=\hat z$ the energy contains $-|s|\xi/2$, which has a kink at $s=0$. Applying the factor one half to such an unquenched doublet would give half the true anisotropy.

\section{Atomic shares and a cobalt-iridium interface}

The symbols carried over are these. The Hamiltonian is $H_0(\mathbf n)+sV$ with $V=\sum_iV_i$ and $V_i=\xi_i\mathbf L_i\cdot\mathbf S$. $F$ is the free energy per cell at fixed electron number, $\tau=k_{\rm B}T$, $f$ is the Fermi function, and $D$ means the value for $\mathbf n=\hat x$ minus that for $\hat z$, the film normal. With separate couplings $\lambda_i$ in $\sum_i\lambda_iV_i$, one has $\partial F/\partial\lambda_i=\langle V_i\rangle$. First-order terms and the linear shift of the chemical potential vanish after summation over $\mathbf k$. The energy to second order is $F_0+s^2E_2$, and $DF=\frac12D\langle sV\rangle+O(s^3)$.

\subsection{The pair matrix}

\paragraph{Lemma 3.} Let $\varepsilon_n$ be the eigenvalues of $H_0$ at wave vector $\mathbf k$, with occupations $f_n$. To first order in the couplings,
\begin{align}
\langle V_i\rangle&=\sum_jK_{ij}\lambda_j,
\label{eq:resp}\\
K_{ij}&=\frac1{N_k}\sum_{\mathbf k}\sum_{nm}
\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}\,(V_i)_{nm}(V_j)_{mn},
\label{eq:K}
\end{align}
where the fraction means $f'(\varepsilon_n)$ when $\varepsilon_n=\varepsilon_m$. The matrix $K$ is real and symmetric, and
\begin{equation}
F-F_0=\tfrac12\sum_{ij}\lambda_iK_{ij}\lambda_j+O(\lambda^3).
\label{eq:quad}
\end{equation}

\paragraph{Proof.} The density matrix is $f(H)$. For a power of $H$, a small change $\delta H$ gives, in the eigenbasis of $H_0$,
\begin{equation}
(\delta H^p)_{nm}=\sum_{q=0}^{p-1}\varepsilon_n^{\,q}\,\delta H_{nm}\,
\varepsilon_m^{\,p-1-q}
=\frac{\varepsilon_n^{\,p}-\varepsilon_m^{\,p}}{\varepsilon_n-\varepsilon_m}\,
\delta H_{nm},
\end{equation}
by the geometric sum. Polynomial approximation of $f$ and its derivatives extends this to the Fermi function, with $f_n-f_m$ in the numerator. The chemical potential adds nothing at this order. Setting $\delta H=\sum_j\lambda_jV_j$ and taking the trace with $V_i$ gives Eqs.~\eqref{eq:resp} and \eqref{eq:K}. The fraction is symmetric in $n$ and $m$, so exchanging these labels shows $K_{ij}=K_{ji}$. Complex conjugation turns $(V_i)_{nm}(V_j)_{mn}$ into $(V_i)_{mn}(V_j)_{nm}$, and the same exchange shows that $K_{ij}$ is real. Finally, the gradient of Eq.~\eqref{eq:quad} is Eq.~\eqref{eq:resp}, as $\partial F/\partial\lambda_i=\langle V_i\rangle$ requires. $\square$

With all $\lambda_i=s$, $E_2=\frac12\sum_{ij}K_{ij}$. Because $f$ decreases with energy, the fraction is never positive, while $\sum_{ij}(V_i)_{nm}(V_j)_{mn}=|V_{nm}|^2$ is never negative. Hence $E_2\le0$ for every direction. The anisotropy $DE_2$ is a difference of two such energies and may have either sign.

When the first-order terms vanish and the free energy can be expanded in the coupling, half the spin-orbit anisotropy gives the total anisotropy to second order, and the second-order energy is a sum over pairs of atoms through the matrix $K_{ij}$. It remains to settle what share of the pair terms belongs to each atom, how far second order can be trusted, and what both mean for a cobalt-iridium model.
